# Anomalous Hall Effect Without Net Spin in a Kagome Antiferromagnet

**Q:** The anomalous Hall conductivity measures magnetization. It is proportional to $M$, so an antiferromagnet whose moments cancel has none.

**A:** Start from what kind of object it is. In $j_i=\sigma_{ij}E_j$, write the antisymmetric part as $\sigma_{ij}=\epsilon_{ijk}h_k$, so that $\mathbf j=\mathbf E\times\mathbf h$. Since $\mathbf j$ and $\mathbf E$ are polar vectors, $\mathbf h$ is axial. Onsager's relation says that reversing all the spins turns $\sigma_{ij}$ into $\sigma_{ji}$, so $\mathbf h$ changes sign. A spatial operation $O$ therefore acts as

$$\mathbf h\to\tau\,\det(O)\,O\,\mathbf h,$$

with $\tau=-1$ if time reversal accompanies it and $\tau=+1$ if not. A nonzero $\mathbf h$ must survive every operation of the magnetic point group.

**Q:** Magnetization transforms in the same way. Doesn't that prove my point?

**A:** It proves that the magnetic point group allows both together, not that their ratio is fixed. If a small magnetization is the sole time-odd variable of a cubic crystal, and $\mathbf h$ can be expanded in it, the leading term is indeed linear. A spin texture is a further time-odd variable, and $\mathbf h$ can depend on it directly.

You are right about one consequence: with spin-orbit coupling, where the magnetic point group allows a Hall effect, it also allows a weak net moment. "Compensated" then describes the antiferromagnetic order, not a moment that symmetry forces to zero. Without spin-orbit coupling there are extra symmetries. In the four-sublattice tetrahedral order on a triangular lattice, a translation combined with a $\pi$ spin rotation forces the net spin to zero, yet $|\sigma_{xy}|=e^2/h$ when the Fermi level lies in the gap at three-quarter filling.

**Q:** Give me a case in which I can check this.

**A:** Take a kagome layer with lattice constant 1. Sites $A,B,C$ run counterclockwise around an upward triangle, and $\mathbf d_{ij}$ joins neighbours. Electrons hop with amplitude $-t$ and feel a prescribed exchange field $J$ along unit vectors $\mathbf s_i$:

$$H_{ij}(\mathbf k)=2\cos(\mathbf k\cdot\mathbf d_{ij})\,(-t+i\lambda\,\mathbf n_{ij}\cdot\boldsymbol\sigma),\qquad H_{ii}=-J\,\mathbf s_i\cdot\boldsymbol\sigma .$$

The first formula holds for $ij=AB,BC,CA$; Hermiticity gives the rest. The spin-orbit axis is $\mathbf n_{ij}=\hat z\times\hat{\mathbf d}_{ij}$, produced by a perpendicular electric field that alternates between upward and downward triangles. On a downward triangle both the field and the bond direction reverse, so the two bonds carry equal amplitudes and add to a cosine.

The spins are

$$\mathbf s_i=(\cos\theta\cos\varphi_i,\ \cos\theta\sin\varphi_i,\ \sin\theta).$$

For $\psi=0$, $\varphi_i$ points from the triangle centre to site $i$; $\psi$ rotates all spins in the plane, and $\theta$ cants them out of it. At $\theta=0$ they form a 120° texture with $\sum_i\mathbf s_i=0$.

**Q:** Which textures allow $h_z$?

**A:** Consider a vertical mirror through one site and the triangle centre. It maps the radial pattern of arrows onto itself, but spins are axial and acquire an extra minus sign. Radial spins are thus reversed, and time reversal must restore them. The mirror also reverses $h_z$, which lies in the mirror plane, and time reversal restores that too. So $h_z$ is allowed. The threefold axis forbids in-plane components.

Tangential spins, $\psi=90^\circ$, are preserved by the mirror alone. Then $h_z=-h_z=0$.

Finally, let $\mathbf n_{ij}$ point along $z$, as in a flat layer. The horizontal mirror reverses in-plane spins and time reversal restores them, so their product is a symmetry. It reverses $h_z$, which must vanish even though spin-orbit coupling is present. The alternating field breaks this symmetry, because the mirror changes the sign of the in-plane $\mathbf n_{ij}\cdot\boldsymbol\sigma$.

**Q:** Allowed is not the same as present. How do you compute it?

**A:** By letting $k_y$ drift slowly. Set $\hbar=1$ and write the state, apart from its phase, as $|n\rangle+\sum_{m\ne n}a_m|m\rangle$. Projecting the Schrödinger equation on $|m\rangle$, to first order in the drift rate, gives

$$i\dot k_y\langle m|\partial_y n\rangle+E_na_m=E_ma_m .$$

Differentiating $H|n\rangle=E_n|n\rangle$ gives $\langle m|\partial_yn\rangle=\langle m|\partial_yH|n\rangle/(E_n-E_m)$. Hence

$$a_m=-i\dot k_y\frac{\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2}.$$

The velocity operator is $\partial_xH$. Its mean is $\partial_xE_n+2\,\mathrm{Re}\sum_m\langle n|\partial_xH|m\rangle a_m$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, so

$$v_x=\partial_xE_n-\dot k_y\Omega_n,\qquad \Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2}.$$

For charge $-e$, $\dot k_y=-eE_y$, so the extra velocity is $+eE_y\Omega_n$. Multiply by $-e$ and sum over states with occupation $f_n$. The term $f_n\partial_xE_n$ is the derivative of a periodic function and integrates to zero. Restoring $\hbar$ and using $e^2/\hbar=2\pi e^2/h$,

$$\sigma_{xy}=-\frac{e^2}{h}\frac1{2\pi}\int d^2k\sum_nf_n\Omega_n .$$

This is the intrinsic part; disorder scattering is left out. At one test point, direct time evolution gives $\Omega=-0.2479$ and the formula $-0.2478$.

**Q:** And the radial antiferromagnet?

**A:** Take $\lambda=0.2t$, $J=5t$, one electron per cell and $k_BT=0.05t$. This is a metal. Let $m_z=\sum\langle\sigma_z\rangle$ per cell; with $g=2$ the spin magnetic moment is $-\mu_Bm_z$.

| $\psi$ | $\sigma_{xy}$ ($e^2/h$) | $m_z$ |
|---|---|---|
| 0° | 0.810 | −0.189 |
| 45° | 0.743 | −0.135 |
| 90° | 0 | 0 |

The ratio $\sigma_{xy}/m_z$ is $0.810/(-0.189)=-4.3$ in the first row and $0.743/(-0.135)=-5.5$ in the second. Both quantities vanish together where symmetry demands it, but they are not proportional.

**Q:** Is spin-orbit coupling essential?

**A:** For coplanar spins, yes. If $\lambda=0$, spins can be rotated independently of the lattice. Time reversal flips the in-plane spins and a $\pi$ spin rotation about $z$ restores them. The charge current ignores the spin rotation, so $h_z=-h_z=0$.

A collinear ferromagnet along $z$ meets the same fate, with a $\pi$ spin rotation about $x$. At $\lambda=0$ and one electron per cell, the program finds $m_z=1.00$ and no Hall conductivity. So a large moment does not guarantee a Hall effect either.

**Q:** What does spin-orbit coupling do to the electrons in the coplanar state?

**A:** It gives them a flux. For large $J$, keep on each site only the spin state along $\mathbf s_i$,

$$\chi_i=\begin{pmatrix}\cos(\beta/2)\\ e^{i\varphi_i}\sin(\beta/2)\end{pmatrix},\qquad \cos\beta=\sin\theta .$$

Along $A\to B\to C\to A$, $\varphi_j=\varphi_i+2\pi/3$. The overlap is

$$\langle\chi_i|\chi_j\rangle=\frac{1+\sin\theta}2+\frac{1-\sin\theta}2e^{2\pi i/3}
=e^{i\pi/3}\left(\frac12-\frac{i\sqrt3}2\sin\theta\right),$$

where $e^{i\pi/3}$ was taken out of both terms. If $\mathbf n_{ij}$ has azimuth $\alpha$, then

$$\langle\chi_i|\mathbf n_{ij}\cdot\boldsymbol\sigma|\chi_j\rangle
=\frac{\cos\theta}2\left(e^{i(\varphi_j-\alpha)}+e^{i(\alpha-\varphi_i)}\right)
=e^{i\pi/3}\cos\theta\cos(\alpha-\bar\varphi),$$

with $\bar\varphi=(\varphi_i+\varphi_j)/2=\varphi_i+\pi/3$. The vector $\mathbf n_{ij}$ points into the triangle, while the outward direction at the bond centre is $\bar\varphi-\psi$. Thus $\alpha-\bar\varphi=\pi-\psi$, whose cosine is $-\cos\psi$. Combining the two overlaps with their amplitudes $-t$ and $i\lambda$, the projected hopping is

$$-e^{i\pi/3}\left(\frac t2+ix\right),\qquad x=\lambda\cos\psi\cos\theta-\frac{\sqrt3}2t\sin\theta .$$

Around a triangle $(-e^{i\pi/3})^3=1$, leaving $(t/2+ix)^3$ with phase $3\arctan(2x/t)$. For $\psi=\theta=0$ this is $3\arctan0.4=65.4^\circ$.

The second term in $x$ comes from noncoplanar spins and needs no spin-orbit coupling. Indeed, with two electrons per cell, $\lambda=0$ and $\theta=15^\circ$, the program gives $\sigma_{xy}=-e^2/h$.

**Q:** Why two electrons per cell?

**A:** Because at $J=5t$ this filling is an insulator, with a gap opened by the flux. With one electron per cell the two lowest bands still overlap in energy at $J=5t$, although they separate at larger $J$, for example at $J=10t$. At $K=(4\pi/3,0)$ the factors $2\cos(\mathbf k\cdot\mathbf d_{ij})$ are $-1,1,1$. The loop product becomes $-(t/2+ix)^3=[-(t/2+ix)]^3$, so site phases can be chosen to make every hopping $g=-(t/2+ix)$. A three-site ring has energies $2\,\mathrm{Re}(g\,e^{2\pi im/3})$, which are, relative to $-J$,

$$-t,\qquad \frac t2+\sqrt3\,x,\qquad \frac t2-\sqrt3\,x .$$

For $|x|\le\sqrt3\,t/2$ the level $-t$ is lowest, and two filled bands are separated from the third at $K$ by $2\sqrt3|x|$. This is $0.693t$ for $x=0.2t$; the full calculation at $J=400t$ gives an overall gap of $0.693t$ when the mesh contains $K$, and $0.694t$ on a mesh that avoids it. At $J=5t$ the gap is $0.61t$ and $\sigma_{xy}=+1.00\,e^2/h$. A separate calculation from link variables gives the same integer.

**Q:** But this insulator still has a weak moment. Perhaps that moment drives the Hall effect.

**A:** Look at where the moment comes from. Let $E$ be the energy per cell of the two filled bands. By the Hellmann–Feynman theorem, $dE/d\theta=-J\sum_i\langle(\partial_\theta\mathbf s_i)\cdot\boldsymbol\sigma_i\rangle$. At $\theta=0$, $\partial_\theta\mathbf s_i=\hat z$, so

$$\left.\frac{dE}{d\theta}\right|_{\theta=0}=-Jm_z .$$

At large $J$, $E$ depends on $\theta$ only through $x$, and $dx/d\theta=-\sqrt3\,t/2$ at $\theta=0$. $E$ is even in $x$: once site phases have removed $-e^{i\pi/3}$, changing $x$ to $-x$ complex-conjugates the projected Hamiltonian and leaves its eigenvalues unchanged. The slope therefore vanishes for $\lambda=0$, where $x=0$ at $\theta=0$, but can be finite for $\lambda\neq0$, where $x=\lambda$. A finite slope means a finite moment. At $J=5t$ both sides of the equation are $0.045t$.

Now vary $J$ at $\theta=0$. From $J=5t$ to $10t$, $m_z$ goes from $-0.009$ to $-0.020$. It is $-0.015$ at $20t$ and $-0.001$ at $400t$. It first grows in size and later falls. For $J\to\infty$, $Jm_z$ approaches $-0.404t$, the value given by the projected bands, so the final decay is as $1/J$. At each computed $J$, $\sigma_{xy}$ remains $+1.00\,e^2/h$.

**Q:** Small is not zero. Can you remove the moment altogether?

**A:** The net spin, yes. At $J=5t$, a canting of $\theta_0=0.284^\circ$ brings $m_z$ to zero within rounding error, and the threefold axis removes the in-plane sum. The gap is still $0.60t$, and

$$\sigma_{xy}=+1.00\,\frac{e^2}{h}=38.74\ \mu\mathrm S .$$

This concerns spin. Orbital magnetization has the same symmetry, is generally allowed, and was not computed, so I do not claim that the total magnetization vanishes at this angle.

**Q:** Does the sign of the moment at least fix the sign of the Hall conductivity?

**A:** No. For $\psi=0$, $x$ vanishes at

$$\tan\theta_c=\frac{2\lambda}{\sqrt3\,t}=0.231,\qquad\theta_c=13.0^\circ .$$

In the projected model, once site phases have removed $-e^{i\pi/3}$, changing $x$ to $-x$ complex-conjugates $H(\mathbf k)$. This reverses the imaginary part in $\Omega_n$, and hence $\sigma_{xy}$. The program finds the gap at $K$ closing at the same angle for $J=5t$.

On the two sides, still at $J=5t$:

- at $\theta=8^\circ$, $m_z=+0.25$ and $\sigma_{xy}=+1.00\,e^2/h$;
- at $\theta=25^\circ$, $m_z=+0.80$ and $\sigma_{xy}=-1.00\,e^2/h$.

The moment has grown without changing sign, while the Hall conductivity has reversed.

**Q:** Then is the right rule that a Hall effect appears whenever the point group allows an axial vector?

**A:** That is too strong. The vector must be odd under time reversal, and symmetry gives permission, not a value. At $x=0$ the projected Hamiltonian can be made real, so its Berry curvature vanishes away from band touchings, although the point group still allows $h_z$. The microscopic mechanism must also be present: here, spin-orbit coupling for coplanar order, or noncoplanar spins without it. Net spin is not a required ingredient.

## Numbers as computed

```
parameters: t = 1.0, lambda = 0.2 t, J = 5.0 t; metal k_B T = 0.05 t
test point k = (3.9, 0.2) 1/a, band 2
Berry curvature, time evolution: -0.24793 a^2
Berry curvature, formula:        -0.24781 a^2
allowed Hall vectors, radial texture: 1
allowed Hall vectors, tangential texture: 0
allowed Hall vectors, radial texture in flat layer: 0
METAL, one electron per cell
psi =   0 deg: sigma_xy = +0.8103 e^2/h, m_z = -0.18865 per cell
psi =  45 deg: sigma_xy = +0.7431 e^2/h, m_z = -0.13508 per cell
psi =  90 deg: sigma_xy = +0.0000 e^2/h, m_z = -0.00000 per cell
psi = 180 deg: sigma_xy = -0.8103 e^2/h, m_z = +0.18865 per cell
flat-layer spin-orbit: |sigma_xy| = 1.4e-16 e^2/h
coplanar, lambda = 0: |sigma_xy| = 1.3e-16 e^2/h
ferromagnet, lambda = 0: |sigma_xy| = 0.0e+00 e^2/h, m_z = 1.0000 per cell
INSULATOR, two electrons per cell
strong-exchange triangle flux, theta = 0: 65.40 deg
largest projection error at J = 1e+05 t: 3.8e-05 t
J =   5.0 t: gap = 0.6114 t, sigma_xy = +1.00000 e^2/h, m_z = -0.009090, J m_z = -0.0455 t
J =  10.0 t: gap = 0.6862 t, sigma_xy = +1.00000 e^2/h, m_z = -0.019933, J m_z = -0.1993 t
J =  20.0 t: gap = 0.6921 t, sigma_xy = +1.00000 e^2/h, m_z = -0.014926, J m_z = -0.2985 t
J = 200.0 t: gap = 0.6941 t, sigma_xy = +1.00000 e^2/h, m_z = -0.001968, J m_z = -0.3936 t
J = 400.0 t: gap = 0.6941 t, sigma_xy = +1.00000 e^2/h, m_z = -0.000997, J m_z = -0.3989 t
J m_z extrapolated to large J: -0.4042 t; from projected bands: -0.4042 t
Hall integer from link variables: +1.00000 e^2/h
dE/dtheta at theta = 0: +0.04543 t/rad; -J m_z = +0.04545 t
compensation angle theta_0 = 0.2841 deg
at theta_0: |m_z| = 8.6e-15 per cell, gap = 0.6038 t
at theta_0: sigma_xy = +1.00000 e^2/h = +38.740 microsiemens
gap-closing angle theta_c = 13.0039 deg, gap at K = 3.6e-15 t
theta =  8 deg: sigma_xy = +1.0000 e^2/h, m_z = +0.2500 per cell
theta = 25 deg: sigma_xy = -1.0000 e^2/h, m_z = +0.7969 per cell
theta = 15 deg, lambda = 0: sigma_xy = -1.0000 e^2/h, m_z = +0.4927 per cell
```
